# Graphene at 300 K: Fermi energy, kT and zero-temperature conductance: a program that tests the result

```python
"""Graphene at 300 K: crossover density and reliability of zero-T conductance.

Result under test, at fixed net density n = n_electron - n_hole:
  E_F = hbar v sqrt(pi n) equals kT at n_T = (kT)^2 / (pi hbar^2 v^2);
  ballistic G(T)/G(0) = 2 ln(2 cosh(eta/2)) / u -> 1 - pi^2/(6 u^2);
  conductivity proportional to n: sigma(T)/sigma(0) = (eta^2 + pi^2/3)/u^2,
  whose deviation from one is exponentially small.
Symbols: eta = mu/kT, u = E_F/kT, mu = chemical potential, v = band speed.
Internal units: eV and nm. Error means (zero-T value)/(finite-T value) - 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spence

temperature = 300.0
speed = 1.0e6
kT = const.k * temperature / const.e
hbar_v = const.hbar * speed / const.e * 1e9
n_T = (kT / hbar_v) ** 2 / np.pi
CM2 = 1e14                              # nm^-2 to cm^-2
quantum = const.e ** 2 / const.h        # siemens
MS_UM = quantum * 1e6                   # (e^2/h)/nm to mS/um


def fermi_integral(eta):
    """Integral of x/(1+exp(x-eta)) over positive x."""
    return -spence(1.0 + np.exp(eta))


def u_squared(eta):
    return eta ** 2 + np.pi ** 2 / 3 - 4 * fermi_integral(-eta)


def eta_at(u):
    return brentq(lambda e: u_squared(e) - u * u, 0.0, u + 1.0, xtol=1e-13)


def ballistic_average(eta):
    """Thermal average of |E|/kT."""
    return np.logaddexp(0.0, eta) + np.logaddexp(0.0, -eta)


def ballistic_error(u):
    return u / ballistic_average(eta_at(u)) - 1


def mobility_error(u):
    return u * u / (eta_at(u) ** 2 + np.pi ** 2 / 3) - 1


def thermal_average(power, eta):
    """Quadrature of |x|^power times the thermal broadening function."""
    def integrand(x):
        return abs(x) ** power / (4 * np.cosh((x - eta) / 2) ** 2)
    edges = sorted({eta - 40.0, 0.0, float(eta), eta + 40.0})
    return sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# Direct quadrature of the carrier integrals and thermal averages.
for eta in (0.3, 1.0, 4.0):
    def carriers(sign):
        return quad(lambda x: x / (1 + np.exp(x - sign * eta)), 0, 60,
                    epsabs=1e-12, limit=200)[0]
    electrons, holes = carriers(1), carriers(-1)
    assert abs(2 * (electrons - holes) - u_squared(eta)) < 1e-8
    assert abs(electrons - fermi_integral(eta)) < 1e-8
    assert abs(thermal_average(1, eta) - ballistic_average(eta)) < 1e-8
    assert abs(thermal_average(2, eta) - eta ** 2 - np.pi ** 2 / 3) < 1e-8
neutral_integral = quad(lambda x: x / (1 + np.exp(x)), 0, 60)[0]
n_neutral = np.pi / 6 * (kT / hbar_v) ** 2
assert abs(2 / np.pi * (kT / hbar_v) ** 2 * neutral_integral / n_neutral - 1) < 1e-7

# Large-density law for sigma(E) proportional to |E|^p at fixed density.
u_test = 20.0
eta_test = eta_at(u_test)
assert abs((u_test - eta_test) * u_test / (np.pi ** 2 / 6) - 1) < 0.01
power_results = []
for power in (0.5, 1.0, 2.0, 3.0):
    ratio = thermal_average(power, eta_test) / u_test ** power
    measured = (ratio - 1) * u_test ** 2
    predicted = np.pi ** 2 / 6 * power * (power - 2)
    assert abs(measured - predicted) < 0.02 * abs(predicted) + 1e-5
    power_results.append((power, measured, predicted))

# At fixed chemical potential the ballistic correction is exponential.
for eta in (5.0, 8.0):
    correction = thermal_average(1, eta) / eta - 1
    assert abs(correction / (2 * np.exp(-eta) / eta) - 1) < 0.01

# Reliability thresholds: the last entry into the tolerance band.
peak = minimize_scalar(lambda u: -ballistic_error(u), bounds=(1.8, 4.0),
                       method="bounded", options={"xatol": 1e-9})
u_peak, error_peak = peak.x, -peak.fun
u_accident = brentq(ballistic_error, 1.0, u_peak)
tolerances = (0.10, 0.05, 0.01)
thresholds = []
for tolerance in tolerances:
    u_bal = brentq(lambda u: ballistic_error(u) - tolerance, u_peak, 60)
    u_mob = brentq(lambda u: mobility_error(u) + tolerance, 0.5, 20)
    for u in np.linspace(1.001, 8.0, 150):
        assert abs(ballistic_error(u * u_bal)) < tolerance
        assert abs(mobility_error(u * u_mob)) < tolerance
    thresholds.append((tolerance, u_bal, u_mob))
u_one_percent = thresholds[-1][1]
assert abs(u_one_percent ** 2 / (np.pi ** 2 / 0.06) - 1) < 0.03


def honeycomb(etas, mesh=2000):
    """Density and ballistic G/W from a Brillouin-zone sum on the lattice."""
    lattice = np.sqrt(3) * 0.142
    hopping = 2 * hbar_v / (np.sqrt(3) * lattice)
    area = np.sqrt(3) / 2 * lattice ** 2
    phase = np.exp(2j * np.pi * np.arange(mesh) / mesh)
    density = np.zeros(len(etas))
    conductance = np.zeros(len(etas))
    for start in range(0, mesh, 100):
        hop_sum = phase[start:start + 100, None] + phase[None, :]
        structure = 1 + hop_sum
        size = np.abs(structure)
        near = hopping * size < 1.5     # remaining states are thermally frozen
        hop_sum, structure, size = hop_sum[near], structure[near], size[near]
        energy = hopping * size / kT
        slope = hopping * np.sqrt(3) / 2 * lattice * np.abs(
            np.real(np.conj(structure) * 1j * hop_sum)) / size
        for i, eta in enumerate(etas):
            upper = 1 / (1 + np.exp(energy - eta))
            lower = 1 / (1 + np.exp(energy + eta))
            density[i] += np.sum(upper - lower)
            window = (upper * (1 - upper) + lower * (1 - lower)) / kT
            conductance[i] += np.sum(slope * window)
    density *= 2 / (area * mesh ** 2)
    conductance *= 2 * np.pi / (area * mesh ** 2)
    return density, conductance


lattice_etas = (1.0, 4.0, eta_at(u_one_percent))
lattice_n, lattice_g = honeycomb(lattice_etas)
lattice_rows = []
for eta, density, conductance, tol in zip(
        lattice_etas, lattice_n, lattice_g, (0.005, 0.005, 0.003)):
    cone_n = n_T * u_squared(eta)
    cone_ratio = ballistic_average(eta) / np.sqrt(u_squared(eta))
    lattice_ratio = conductance / (4 * np.sqrt(density / np.pi))
    # Tolerances cover band curvature and the mesh error at the cone apex.
    assert abs(density / cone_n - 1) < 0.01
    assert abs(lattice_ratio - cone_ratio) < tol
    lattice_rows.append((eta, density / cone_n, lattice_ratio, cone_ratio))

eta_cross = eta_at(1.0)
prefactor = 2 * n_T                     # (2/pi)(kT/(hbar v))^2
n_e = prefactor * fermi_integral(eta_cross)
n_h = prefactor * fermi_integral(-eta_cross)
assert abs((n_e - n_h) / n_T - 1) < 1e-10
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
unit_g = 4 * kT / (np.pi * hbar_v) * MS_UM

print(f"Temperature = {temperature:.0f} K; band speed v = {speed:.2e} m/s")
print(f"kT = {kT * 1e3:.3f} meV; hbar v = {hbar_v * 1e3:.2f} meV nm")
print(f"Density for E_F = kT: {n_T * CM2:.3e} cm^-2")
print(f"Same density in atomic units: {n_T * bohr_nm ** 2:.3e} bohr^-2")
print(f"Same density if v is 10% larger: {n_T * CM2 / 1.1 ** 2:.3e} cm^-2")
print(f"Density for mu = kT: {n_T * u_squared(1.0) * CM2:.3e} cm^-2")
print(f"Ratio of the two densities: {u_squared(1.0):.3f}")
print(f"At E_F = kT: mu/kT = {eta_cross:.4f}")
print(f"At E_F = kT: electrons {n_e * CM2:.3e}, holes {n_h * CM2:.3e} cm^-2")
print(f"Neutrality: electrons = holes = {n_neutral * CM2:.3e} cm^-2")
print(f"Neutrality: ballistic G/W = {unit_g * 2 * np.log(2):.3f} mS/um")
print(f"At E_F = kT: zero-T G/W = {unit_g:.3f} mS/um")
print(f"At E_F = kT: 300 K G/W = {unit_g * ballistic_average(eta_cross):.3f} mS/um")
print(f"At E_F = kT: ballistic error = {100 * ballistic_error(1.0):.2f} %")
print(f"At E_F = kT: sigma~n error = {100 * mobility_error(1.0):.2f} %")
print(f"Accidental zero of ballistic error: E_F/kT = {u_accident:.3f}, "
      f"n = {n_T * u_accident ** 2 * CM2:.3e} cm^-2")
print(f"Largest ballistic overestimate: {100 * error_peak:.2f} % at "
      f"E_F/kT = {u_peak:.3f}, n = {n_T * u_peak ** 2 * CM2:.3e} cm^-2")
print("Table: n (cm^-2), E_F (meV), mu (meV), G0/W, G/W (mS/um),")
print("       ballistic error (%), sigma~n error (%)")
for n_cm in (1e11, 3e11, 1e12, 3e12, 1e13):
    u = np.sqrt(n_cm / CM2 / n_T)
    eta = eta_at(u)
    print(f"  {n_cm:.0e} {u * kT * 1e3:8.2f} {eta * kT * 1e3:8.2f} "
          f"{unit_g * u:8.3f} {unit_g * ballistic_average(eta):8.3f} "
          f"{100 * ballistic_error(u):8.2f} {100 * mobility_error(u):10.4f}")
print("Thresholds: tolerance, E_F/kT and n (cm^-2)")
for tolerance, u_bal, u_mob in thresholds:
    estimate = n_T * np.pi ** 2 / (6 * tolerance) * CM2
    print(f"  {100 * tolerance:.0f} % ballistic: {u_bal:.3f}, "
          f"{n_T * u_bal ** 2 * CM2:.3e}; simple estimate {estimate:.3e}")
    print(f"  {100 * tolerance:.0f} % sigma~n:   {u_mob:.3f}, "
          f"{n_T * u_mob ** 2 * CM2:.3e}")
fixed_mu_error = 4.0 / ballistic_average(4.0) - 1
print(f"Ballistic error at fixed mu = 4 kT: {100 * fixed_mu_error:.3f} %")
print(f"Ballistic error at fixed n, E_F = 4 kT: {100 * ballistic_error(4.0):.3f} %")
print("Power law at E_F = 20 kT: p, (ratio-1)(E_F/kT)^2, predicted")
for power, measured, predicted in power_results:
    print(f"  {power:.1f} {measured:9.4f} {predicted:9.4f}")
print("Lattice test: mu/kT, n/n_cone, G/G0 lattice, G/G0 cone")
for row in lattice_rows:
    print("  " + " ".join(f"{value:9.5f}" for value in row))
print("ALL CHECKS PASSED")
```

Output:

```
Temperature = 300 K; band speed v = 1.00e+06 m/s
kT = 25.852 meV; hbar v = 658.21 meV nm
Density for E_F = kT: 4.910e+10 cm^-2
Same density in atomic units: 1.375e-06 bohr^-2
Same density if v is 10% larger: 4.058e+10 cm^-2
Density for mu = kT: 1.441e+11 cm^-2
Ratio of the two densities: 2.935
At E_F = kT: mu/kT = 0.3579
At E_F = kT: electrons 1.085e+11, holes 5.936e+10 cm^-2
Neutrality: electrons = holes = 8.077e+10 cm^-2
Neutrality: ballistic G/W = 2.686 mS/um
At E_F = kT: zero-T G/W = 1.937 mS/um
At E_F = kT: 300 K G/W = 2.747 mS/um
At E_F = kT: ballistic error = -29.49 %
At E_F = kT: sigma~n error = -70.74 %
Accidental zero of ballistic error: E_F/kT = 1.558, n = 1.192e+11 cm^-2
Largest ballistic overestimate: 15.42 % at E_F/kT = 2.557, n = 3.210e+11 cm^-2
Table: n (cm^-2), E_F (meV), mu (meV), G0/W, G/W (mS/um),
       ballistic error (%), sigma~n error (%)
  1e+11    36.89    18.43    2.765    2.927    -5.54   -46.3821
  3e+11    63.90    47.84    4.789    4.151    15.36    -9.0155
  1e+12   116.67   107.03    8.743    8.082     8.18    -0.3106
  3e+12   202.07   196.56   15.143   14.732     2.79    -0.0033
  1e+13   368.93   365.94   27.647   27.423     0.82    -0.0000
Thresholds: tolerance, E_F/kT and n (cm^-2)
  10 % ballistic: 4.006, 7.880e+11; simple estimate 8.077e+11
  10 % sigma~n:   2.412, 2.858e+11
  5 % ballistic: 5.858, 1.685e+12; simple estimate 1.615e+12
  5 % sigma~n:   2.809, 3.874e+11
  1 % ballistic: 12.921, 8.198e+12; simple estimate 8.077e+12
  1 % sigma~n:   3.765, 6.961e+11
Ballistic error at fixed mu = 4 kT: -0.899 %
Ballistic error at fixed n, E_F = 4 kT: 10.024 %
Power law at E_F = 20 kT: p, (ratio-1)(E_F/kT)^2, predicted
  0.5   -1.2435   -1.2337
  1.0   -1.6483   -1.6449
  2.0    0.0000    0.0000
  3.0    4.9043    4.9348
Lattice test: mu/kT, n/n_cone, G/G0 lattice, G/G0 cone
    1.00000   1.00019   0.94664   0.94937
    4.00000   1.00037   0.92050   0.92075
   12.79325   1.00211   0.99038   0.99010
ALL CHECKS PASSED
```
